\section*{Choosing the Residence Time in Wavepacket Calculations of Si–H Dissociation}

\section{Definitions and conventions}

The two-surface wavepacket calculation considered here moves a nucleus on an excited potential and then returns it to the ground potential. The setting treated here is the residence time $\tau$ between the two switches. The coordinate $x$ is the stretch of one Si--H bond from its ground-state minimum, and $m$ is the hydrogen mass, with silicon held fixed. Energies are in eV, lengths in nm and times in fs. In these units $m=1.6735\times10^{-27}$ kg becomes $1.0445\times10^{4}$ eV\,fs$^2$/nm$^2$.

The ground and excited potentials are
\begin{equation}
V_g=D\left[(1-e^{-ax})^2-1\right],\qquad V_e=Ae^{-bx},
\end{equation}
with $H_g=T+V_g$, $H_e=T+V_e$ and $T=-(\hbar^2/2m)\,d^2/dx^2$. Zero energy is the dissociation limit of $V_g$. A constant electronic excitation energy added to $V_e$ would multiply the wavefunction by a phase and leave every probability below unchanged.

The atom starts in the lowest level $\phi_0$ of $H_g$. Both switches are sudden: the potential changes and the nuclear wavefunction does not. After the return, no energy is exchanged with other degrees of freedom. These assumptions define $P(\tau)$, the dissociation probability per excitation.

\section{What must be projected out}

At the return the state is $\psi(\tau)=e^{-iH_e\tau/\hbar}\phi_0$. Expand it in eigenstates of $H_g$. Under $H_g$ each bound coefficient then acquires only a phase, so its squared modulus is constant. The continuum part moves away from the well. Completeness therefore gives
\begin{equation}
P(\tau)=1-\sum_{n}\left|\langle\phi_n|\psi(\tau)\rangle\right|^2 ,
\label{P}
\end{equation}
where the sum covers all bound levels.

These levels follow from the substitution $z=2\lambda e^{-ax}$, with $\lambda=\sqrt{2mD}/(a\hbar)$. Since $d/dx=-az\,d/dz$ and $D=\lambda^2\hbar^2a^2/2m$, writing $E=-\hbar^2a^2s^2/2m$ turns $H_g\phi=E\phi$ into
\begin{equation}
z^2\phi''+z\phi'-\left(\tfrac14z^2-\lambda z+s^2\right)\phi=0 .
\end{equation}
Insert $\phi=z^se^{-z/2}f$. The first two terms become, apart from the common prefactor,
\[
z^2f''+z(2s+1-z)f'+\left(s^2-sz+\tfrac14z^2-\tfrac12z\right)f .
\]
The terms in $s^2$ and $z^2/4$ cancel, and division by $z$ leaves
\begin{equation}
zf''+(2s+1-z)f'+\left(\lambda-s-\tfrac12\right)f=0 .
\end{equation}
This is Laguerre's equation. A solution regular at $z=0$ that does not terminate grows as $e^z$ up to a power, which makes $\phi$ diverge at the repulsive wall. Termination requires $\lambda-s-\frac12=n$, and decay at large $x$ requires $s>0$. Hence
\begin{equation}
E_n=-\frac{\hbar^2a^2s_n^2}{2m},\quad s_n=\lambda-n-\tfrac12>0,\quad
\phi_n=N_nz^{s_n}e^{-z/2}L_n^{(2s_n)}(z).
\end{equation}

For the normalization put $\alpha=2s_n$. Because $dx=-dz/(az)$, the required integral has weight $z^{\alpha-1}e^{-z}$. Use $L_n^{(\alpha)}=\sum_{k=0}^nL_k^{(\alpha-1)}$: the polynomials on the right are orthogonal for this weight, with squared norms $\Gamma(k+\alpha)/k!$. Thus
\begin{equation}
\frac{1}{N_n^2}=\frac1a\sum_{k=0}^n\frac{\Gamma(k+\alpha)}{k!}
=\frac{\Gamma(n+\alpha+1)}{a\,\alpha\,n!}.
\end{equation}
The last equality holds at $n=0$. Adding the next term, $\Gamma(n+1+\alpha)/(n+1)!$, multiplies the sum by $1+\alpha/(n+1)$, which reproduces the formula for $n+1$.

\section{Propagation and numerical settings}

One time step $h$ is
\begin{equation}
S(h)=e^{-iV_eh/2\hbar}\,e^{-iTh/\hbar}\,e^{-iV_eh/2\hbar}.
\end{equation}
The potential factors act at grid points and the kinetic factor acts after a Fourier transform. Each factor is unitary, so the norm is conserved. Also $S(h)S(-h)=1$, which makes the logarithm of $S$ odd in $h$. Its first error is therefore of order $h^3$ per step, and $\tau/h$ steps accumulate an error of order $h^2$.

If $P_h=P+ch^2$ at leading order, then $P_h-P_{h/2}=\frac34ch^2$. The remaining error at step $h$ is thus about $\frac43(P_h-P_{h/2})$. Choose $h$ so that this is small compared with the physical uncertainty in $P$, and make $\tau$ an integer number of steps.

A grid of spacing $\Delta x$ represents wavenumbers up to $\pi/\Delta x$. The corresponding kinetic energy,
\begin{equation}
E_{\rm grid}=\frac{\hbar^2}{2m}\left(\frac{\pi}{\Delta x}\right)^2
=\frac{D}{\lambda^2}\left(\frac{\pi}{a\Delta x}\right)^2,
\end{equation}
must lie well above the kinetic energies present in the packet, including those reached if the returned packet is propagated across the well.

\section{How residence time becomes energy}

Let $W=V_e-V_g$. Since $H_g=H_e-W$ and $\langle H_e\rangle$ is conserved during residence, the energy gained relative to the initial level is
\begin{equation}
\Delta E(\tau)=\langle W\rangle_0-\langle W\rangle_\tau .
\label{gain}
\end{equation}

For short times, differentiate $\langle H_g\rangle$ twice:
\begin{equation}
\frac{d^2\langle H_g\rangle}{d\tau^2}
=-\frac1{\hbar^2}\left\langle[H_e,[H_e,H_g]]\right\rangle .
\end{equation}
Here $[H_e,H_g]=[W,H_g]=[W,T]$. At $\tau=0$ the state is an eigenstate of $H_g$, so the expectation value of any commutator with $H_g$ vanishes. This removes the first derivative and the $H_g$ part of the outer commutator. What remains follows from
\begin{align}
[W,T]&=\frac{\hbar^2}{2m}\left(2W'\frac{d}{dx}+W''\right),\\
[W,[W,T]]&=\frac{\hbar^2}{m}\left[W,W'\frac{d}{dx}\right]
=-\frac{\hbar^2}{m}(W')^2 .
\end{align}
The second derivative at zero is therefore $\langle(W')^2\rangle_0/m$, and
\begin{equation}
\Delta E(\tau)=\frac{\tau^2}{2m}\langle(W')^2\rangle_0+O(\tau^4).
\label{short}
\end{equation}
There is no cubic term: $\phi_0$ and both Hamiltonians are real, so $\psi(-\tau)=\psi(\tau)^*$ and $\Delta E$ is even in $\tau$. Physically, the slope difference delivers an impulse, and impulse squared over $2m$ is energy.

Equation (\ref{short}) gives the scale of the setting, but a mean energy does not determine $P$. Part of a packet can lie above the dissociation limit while its mean lies below.

\section{A threshold for choosing the range of $\tau$}

Consider a classical atom released at rest from $x=0$. Energy conservation on $V_e$ gives $m\dot x^2/2=A(1-e^{-bx})$. The trajectory
\begin{equation}
e^{-bx}=\operatorname{sech}^2\gamma t,\qquad \gamma=b\sqrt{\frac{A}{2m}},
\end{equation}
has $\dot x=(2\gamma/b)\tanh\gamma t$. Its kinetic energy is $A\tanh^2\gamma t$, as required.

Now take $b=a$ and define $s=e^{-ax}$. At the return the kinetic energy is $A(1-s)$ and $V_g=D(s^2-2s)$. Their sum vanishes at the threshold:
\begin{equation}
Ds^2-(A+2D)s+A=0 .
\end{equation}
The discriminant is $(A+2D)^2-4AD=A^2+4D^2$. Outward motion has $s<1$, which selects the lower root:
\begin{equation}
s_c=\frac{A+2D-\sqrt{A^2+4D^2}}{2D},\qquad
t_c=\frac1\gamma\operatorname{arcosh}\frac1{\sqrt{s_c}} .
\label{tc}
\end{equation}

Two limits show what sets this time. For $A\gg D$, $s_c\simeq1-D/A$, so $\gamma t_c\simeq\sqrt{D/A}$ and
\begin{equation}
t_c\simeq\frac{\sqrt{2mD}}{bA}.
\label{impulse}
\end{equation}
The atom hardly moves; the initial force $bA$ need only supply the escape momentum. For $A\ll D$, $s_c\simeq A/2D$ and $t_c\simeq(1/2\gamma)\ln(8D/A)$. The atom must then be carried far up the outer side of the well before the return.

Quantum position and momentum spreads turn the classical threshold into a smooth rise of $P(\tau)$. A useful scan therefore starts well below $t_c$ and continues until $P$ has levelled off.

\section{Fixed time or distribution of lifetimes}

A fixed $\tau$ is appropriate if the return time is prescribed. If the excited state instead decays at a constant rate with mean lifetime $T$ (in this section a time, not the kinetic-energy operator), the required quantity is
\begin{equation}
\overline P(T)=\int_0^\infty\frac{d\tau}{T}e^{-\tau/T}P(\tau)
=\int_0^\infty d\tau\,e^{-\tau/T}\frac{dP}{d\tau}.
\label{average}
\end{equation}
The integration by parts has no boundary contribution because $P(0)=0$ and $P$ is bounded. On this repulsive potential the packet eventually leaves the region of the bound levels, so $P\to1$. If the rise is narrow compared with $T$, $dP/d\tau$ acts as a unit spike near $t_c$, giving
\begin{equation}
\overline P(T)\simeq e^{-t_c/T}.
\label{exp}
\end{equation}
For $T$ comparable with the width of the rise, use the integral. One propagation supplies the whole curve if the projection is recorded at intermediate times, and any number of lifetimes can then be averaged from it.

\section{Worked example}

Take $D=3.0$ eV, $a=b=17$ nm$^{-1}$, $A=4.0$ eV and $\tau=3.5$ fs. The well has $\lambda=22.373$. Since $n<\lambda-\frac12=21.873$, there are 22 bound levels, from $-2.867$ to $-0.005$ eV. A matrix diagonalization of $H_g$ confirms their number and energies.

With $\Delta x=0.003$ nm,
\[
E_{\rm grid}=\frac{3.0}{22.373^2}\left(\frac{\pi}{17\times0.003}\right)^2
\simeq23\ {\rm eV},
\]
well above $A$ and $D$. Projection gives $P=0.223$, and evolution by diagonalizing $H_e$ gives the same value. Halving the step from 0.1 to 0.05 fs reduces the error in $P$ by a factor 3.999, as second order requires. At $h=0.01$ fs, halving the step changes $P$ by $5\times10^{-7}$; refining the grid from 768 to 1024 points changes it only at rounding level.

The threshold follows from
\[
s_c=\frac{10-\sqrt{52}}6=0.4648,\qquad
t_c=\frac{\operatorname{arcosh}(1.467)}{0.2352}=3.96\ {\rm fs}.
\]
Numerical integration of Newton's equation agrees. The impulse estimate (\ref{impulse}) gives $250.3/68=3.7$ fs, about 7\% below $t_c$, although $A$ is not much larger than $D$. The quantum probability reaches one half at 4.00 fs. It is 0.062 at 3 fs, 0.500 at 4 fs and 0.925 at 5 fs. Between 3 and 4 fs its average slope is $0.44$ per fs, so an uncertainty of 0.1 fs in $\tau$ means 0.04 to 0.05 in $P$ near 3.5 fs.

The rms slope of $W$ is 66.75 eV/nm. At 3.5 fs, equation (\ref{short}) gives
\[
\frac{66.75^2\times3.5^2}{2\times1.0445\times10^4}=2.61\ {\rm eV},
\]
which is 11\% above the computed gain of 2.35 eV. At 0.1 fs the two agree to the printed digits. The mean energy on return is $-2.867+2.354=-0.513$ eV, below dissociation, yet 22\% of the packet is unbound. The probability beyond 0.1 nm is then below $10^{-10}$. Neither distance at the return nor mean energy can replace the projection.

Following the returned packet on $V_g$ provides another check. With an absorber beginning at 1.0 nm, the norm left after 1500 fs is 0.7775, against $1-P=0.7768$. The test allows a difference of 0.002; slow atoms that have not yet been absorbed are a plausible cause of the small excess. The high levels also matter: leaving out the top five would add 0.072 to $P$, an error of 32\% relative to its correct value.

A classical ensemble started with Gaussian spreads equal to those of $\phi_0$, 0.0089 nm in position and 0.0035 nm/fs in velocity, gives 0.228 at 3.5 fs. This is about 2% above the quantum value, so initial spread followed by classical motion reproduces $P$ closely at this residence time; other times were not compared.

Treating 3.5 fs as a mean lifetime instead of a fixed time raises the probability to 0.323; equation (\ref{exp}) gives 0.322. For a mean lifetime of 1 fs the average is 0.0225, while a fixed time of 1 fs gives $4\times10^{-7}$. Rare long residences dominate this average. The sharp-threshold value, 0.0190, is now 16\% below the average because the width of the rise is no longer negligible.

\section{Use for a silicon/oxide interface}

The 0.256 eV first transition and the 3 eV well are in the rough range of Si--H bonds. The repulsion and residence time are model choices, not calculated properties of an interface defect; a real resonance may live for 1 fs or less. A real bond is also embedded in a solid, where release can cost less energy. Lowering $D$ to 2.6 eV at fixed harmonic frequency, with $V_e$ and $\tau$ unchanged, raises $P$ from 0.223 to 0.388. Changing $A$ by $-20\%$ or $+20\%$, with the other parameters fixed, gives 0.037 or 0.605. The excited-state slope therefore deserves more effort than further refinement of this grid.

Other changes are smaller here. Recoil of a free silicon atom, included through the reduced mass with both potentials unchanged, gives 0.254. A 5 MV/cm field acting outward on a full elementary charge during residence gives 0.238; the full charge is a deliberately strong coupling. Thermal occupation of stretch levels at 400 K adds about $10^{-4}$. By contrast, a bond already in its first excited level has $P=0.426$, so repeated excitation before relaxation needs a separate population calculation.

Relaxation during escape can be sized by assuming a 1 ps energy-relaxation time. The unbound part has mean energy 0.486 eV. Its exit to 0.3 nm takes about 20 fs, so the estimated loss is $(3.0+0.486)\times20.1/1000=0.070$ eV. Applying this one loss to every component, and counting only those above it, gives $P\simeq0.20$; the third digit depends on the box length, because the cut falls between discrete continuum levels. Whether this estimate is too large or too small depends on the loss law, which a single relaxation time does not fix. If the whole energy above the well bottom decays at the 1 ps rate, slow atoms near the cut lose more than 0.070 eV, and integration along the exit gives $P\simeq0.18$. If the loss is instead a friction force $-m\dot x/(1\ {\rm ps})$, which has the same mean loss rate in a harmonic well, the energy lost is proportional to $\int m\dot x\,dx$; slow atoms then lose less, and $P\simeq0.21$. The estimate therefore gives only the size of the effect, a reduction of 0.01 to 0.04.

For this kind of model, the analysis supports the following choices:
\begin{itemize}
\item Estimate $t_c$ from (\ref{tc}) if $b=a$, or from the classical trajectory otherwise, and scan $\tau$ across the rise.
\item Project onto every bound level of the same ground potential that is used after the return.
\item Use a fixed $\tau$ for a prescribed return time, and (\ref{average}) for exponential decay.
\item Vary the excited-state slope and the dissociation energy before quoting $P$.
\end{itemize}
Bending, other exit paths and recapture require more coordinates or further rate processes. A device degradation rate also needs the excitation rate; $P$ alone does not supply it. The numerical output below lists the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Hydrogen mass: 1.6735e-27 kg
Morse depth D: 3.0 eV; a = b: 17.0 1/nm
Repulsion A: 4.0 eV; residence time: 3.5 fs
Harmonic quantum: 0.2682 eV
Level 0 energy: -2.8674 eV
0-1 transition: 0.2562 eV
Parameter lambda: 22.373
Bound levels: 22; highest: -0.00457 eV
Largest level error vs matrix: 8.3e-15 eV
Grid spacing: 0.0030 nm; time step: 0.010 fs
P by bound projection: 0.22318
P by continuum sum: 0.22318
Error ratio, dt 0.1 to 0.05 fs: 3.999
P shift, half time step: 4.8e-07
P shift, finer grid (1024 points): -4.3e-14
Bound probability 1-P: 0.77682
Norm left after 1500 fs with absorber: 0.77750
Mean stretch at return: 0.0374 nm
Probability beyond 0.1 nm at return: 3.9e-11
Population of five highest bound levels: 0.0722
Most populated bound level: n = 10
Energy gain: 2.3542 eV
Mean energy on return: -0.5132 eV
rms slope of Ve-Vg: 66.75 eV/nm
Gain at 0.1 fs: 0.002133 eV; law: 0.002133 eV
Short-time law at tau: 2.612 eV
Mean kinetic energy of released H: 0.486 eV
Classical s_c: 0.4648; gamma: 0.2352 1/fs
Classical threshold: 3.962 fs at 0.0451 nm
Quantum P = 1/2 at: 4.000 fs
Initial position spread: 0.00894 nm
Initial velocity spread: 0.00354 nm/fs
P of classical ensemble: 0.2279
P at residence time 2 fs: 0.00085
P at residence time 3 fs: 0.06239
P at residence time 4 fs: 0.50017
P at residence time 5 fs: 0.92527
P at residence time 6 fs: 0.99653
P at residence time 8 fs: 1.00000
Average P, mean lifetime 3.5 fs: 0.3235
Sharp-threshold estimate, same: 0.3224
Average P, mean lifetime 1 fs: 0.0225
Sharp-threshold estimate, 1 fs: 0.0190
P at fixed residence time 1 fs: 4e-07
P with D = 2.6 eV, same frequency: 0.3877
P with A 20% lower: 0.0370; 20% higher: 0.6047
P with free-Si recoil (28 u): 0.2540
P from level 1: 0.4255
Level 1/level 0 population, 400 K: 5.92e-04
Thermal shift of P at 400 K: 1.2e-04
P with 5 MV/cm on charge e: 0.2378
Exit time to 0.3 nm: 20.1 fs
Energy loss for 1000 fs relaxation: 0.0700 eV
P after that energy loss: 0.1979
\end{verbatim}
